# Exact Ornstein–Uhlenbeck Stepping of Fourier Modes in Linear Film Growth

## The update and what is exact about it

Let $h(\mathbf x,t)$ be the height of a growing film on a periodic square of side $L$, governed by

$$\partial_t h=F+\nu\nabla^2h-K\nabla^4h+\eta ,\qquad \langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t'). \tag{1}$$

Here $F$ is the mean growth rate, $\nu$ and $K$ describe surface relaxation, and $\eta$ is Gaussian noise of zero mean and strength $D>0$. All coefficients are constant. Write

$$h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf x},\qquad h_{\mathbf k}=\frac1{L^2}\int h\,e^{-i\mathbf k\cdot\mathbf x}d^2x,\qquad \mathbf k=\frac{2\pi}{L}\mathbf n,$$

with integer vectors $\mathbf n$, and keep $N\times N$ modes, $N$ odd, with each component of $\mathbf n$ between $-(N-1)/2$ and $(N-1)/2$. For a time step $\Delta$ of any length, the update is

$$h_{\mathbf k}\leftarrow e^{-\lambda_k\Delta}h_{\mathbf k}+F\Delta\,\delta_{\mathbf k0}+\sqrt{V_k(\Delta)}\,\zeta_{\mathbf k}, \tag{2}$$

$$\lambda_k=\nu k^2+Kk^4,\qquad V_k(\Delta)=\frac{D}{L^2}\,\frac{1-e^{-2\lambda_k\Delta}}{\lambda_k}. \tag{3}$$

At $\mathbf k=0$, where $\lambda_0=0$, the limit $V_0=2D\Delta/L^2$ is meant. The $\zeta_{\mathbf k}$ are jointly Gaussian with zero mean, drawn afresh at each step, with $\langle\zeta_{\mathbf k}\zeta_{\mathbf k'}^*\rangle=\delta_{\mathbf k\mathbf k'}$ and $\zeta_{-\mathbf k}=\zeta_{\mathbf k}^*$. Apart from rounding, this reproduces the joint probability law of the retained modes at all sampled times. Three errors lie outside the claim: the statistical error of a finite ensemble, the contribution of omitted modes, and the loss of what happens between samples.

## Derivation

**Projection.** Multiply (1) by $L^{-2}e^{-i\mathbf k\cdot\mathbf x}$ and integrate over the square. Periodicity removes the boundary terms in the integrations by parts, so $\nabla^2$ becomes $-k^2$ and $\nabla^4$ becomes $k^4$. The constant $F$ survives only at $\mathbf k=0$. Therefore

$$\dot h_{\mathbf k}=-\lambda_kh_{\mathbf k}+F\delta_{\mathbf k0}+\eta_{\mathbf k}. \tag{4}$$

The projected noise has the correlation

$$\langle\eta_{\mathbf k}(t)\eta^*_{\mathbf k'}(t')\rangle
=\frac{2D}{L^4}\,\delta(t-t')\int e^{-i(\mathbf k-\mathbf k')\cdot\mathbf x}d^2x
=\frac{2D}{L^2}\,\delta_{\mathbf k\mathbf k'}\,\delta(t-t').$$

Each mode is an Ornstein–Uhlenbeck process, tied to others only by the reality condition $h_{-\mathbf k}=h_{\mathbf k}^*$. Omitting high modes therefore does not alter the law of those retained.

**Integration over a step.** Multiplying (4) by $e^{\lambda_kt}$ turns its first two terms into $d(e^{\lambda_kt}h_{\mathbf k})/dt$. Integrating from $t$ to $t+\Delta$ and dividing by $e^{\lambda_k(t+\Delta)}$ gives

$$h_{\mathbf k}(t+\Delta)=e^{-\lambda_k\Delta}h_{\mathbf k}(t)+F\Delta\,\delta_{\mathbf k0}+I_{\mathbf k},\qquad I_{\mathbf k}=\int_0^\Delta e^{-\lambda_k(\Delta-s)}\eta_{\mathbf k}(t+s)\,ds.$$

The growth term is $F\Delta$ because $\lambda_0=0$. As a linear functional of Gaussian noise, $I_{\mathbf k}$ is Gaussian with zero mean. The delta function in time removes one of the two integrals in its variance, and $u=\Delta-s$ gives

$$\langle|I_{\mathbf k}|^2\rangle=\frac{2D}{L^2}\int_0^\Delta e^{-2\lambda_ku}du=\frac{D}{L^2}\,\frac{1-e^{-2\lambda_k\Delta}}{\lambda_k}=V_k(\Delta).$$

**Confirmation from the Fokker–Planck equation.** Let $x$ be a real amplitude with noise power $q$. For $\mathbf k\ne0$ the real and imaginary parts each have $q=D/L^2$; for $\mathbf k=0$, after subtraction of $Ft$, $q=2D/L^2$. The density $p(x,t)$ obeys

$$\partial_tp=\partial_x(\lambda xp)+\tfrac q2\,\partial_x^2p .$$

Insert a Gaussian of mean $m(t)$ and variance $v(t)$. With $y=x-m$ and $B=y^2/v^2-1/v$, its derivatives are $\partial_xp=-(y/v)p$ and $\partial_x^2p=Bp$, so

$$\partial_tp=\left(\dot m\frac yv+\frac{\dot v}2B\right)p .$$

On the right, $\lambda-\lambda(y+m)y/v=-\lambda vB-\lambda my/v$. The right side is therefore $[-\lambda my/v+(q/2-\lambda v)B]\,p$. Matching coefficients yields

$$\dot m=-\lambda m,\qquad \dot v=q-2\lambda v .$$

Starting from a known value, $v(0)=0$, the solution is $v=q(1-e^{-2\lambda t})/(2\lambda)$. Adding the two parts of a complex mode recovers (3).

**Several steps.** Noise in disjoint time intervals is independent, so each new state depends on the past through the current state alone. Drawing correct transitions in succession thus gives the correct joint law, also for unequal steps. The variances compose as they must:

$$e^{-2\lambda b}V(a)+V(b)=\frac{D}{L^2\lambda}\left[e^{-2\lambda b}-e^{-2\lambda(a+b)}+1-e^{-2\lambda b}\right]=V(a+b). \tag{5}$$

## Noise with the correct symmetry

Independent complex numbers for all modes would give a complex height. A simple remedy starts from independent real standard normals $g_j$ at the $N^2$ grid points $\mathbf x_j$:

$$\zeta_{\mathbf k}=\frac1N\sum_jg_j\,e^{-i\mathbf k\cdot\mathbf x_j}. \tag{6}$$

Since the $g_j$ are real, $\zeta_{-\mathbf k}=\zeta_{\mathbf k}^*$. Since $\langle g_jg_l\rangle=\delta_{jl}$,

$$\langle\zeta_{\mathbf k}\zeta_{\mathbf k'}^*\rangle=\frac1{N^2}\sum_je^{-i(\mathbf k-\mathbf k')\cdot\mathbf x_j}=\delta_{\mathbf k\mathbf k'} .$$

The last equality holds because the components of $\mathbf n-\mathbf n'$ lie between $-(N-1)$ and $N-1$, where the geometric sum vanishes unless the component is zero. Replacing $\mathbf k'$ by $-\mathbf k'$ gives $\langle\zeta_{\mathbf k}\zeta_{\mathbf k'}\rangle=\delta_{\mathbf k,-\mathbf k'}$. All second moments of $\sqrt{V_k}\,\zeta_{\mathbf k}$ then agree with those of $I_{\mathbf k}$, and for jointly Gaussian variables of zero mean this fixes the law.

Odd $N$ matters here. For even $N$, the components $+N/2$ and $-N/2$ coincide on the grid although they belong to different continuum modes.

The algorithm is as follows.

1. Compute $e^{-\lambda_k\Delta}$ and $V_k(\Delta)$ for each step length in use.
2. Draw $N^2$ real normals and form (6) with a fast Fourier transform.
3. Apply (2) to every retained mode.
4. Transform back to real space when heights are needed.

For small $|\lambda_k\Delta|$, the subtraction in (3) loses digits. It is better to evaluate

$$V_k=\frac{2D\Delta}{L^2}\,\varphi(2\lambda_k\Delta),\qquad \varphi(z)=\frac{1-e^{-z}}z,\quad\varphi(0)=1,$$

with a library function for $e^{-z}-1$.

The procedure with $F=0$ was tested on a smaller grid against a matrix exponential constructed in real space, over three unequal steps and for both signs of $\nu$. The largest discrepancy was $4\times10^{-15}$, absolute for the response matrix and relative to the largest entry for the covariance.

## Roughness and its limits

Define $W^2$ as the spatial variance of the height. Orthogonality of the Fourier functions gives $W^2=\sum_{\mathbf k\ne0}|h_{\mathbf k}|^2$. For an initially flat film,

$$\langle W^2(t)\rangle=\sum_{\mathbf k\ne0}V_k(t). \tag{7}$$

When $|\lambda_k|t\ll1$ for all retained modes, $V_k\simeq2Dt/L^2$ and $\langle W^2\rangle\simeq2D(N^2-1)t/L^2$. Relaxation has not yet acted, and the variance grows linearly in time. When $\lambda_kt\gg1$, the mode has saturated at $D/(L^2\lambda_k)$. The mode $\mathbf k=0$ never saturates: the mean height has mean $Ft$ and variance $2Dt/L^2$.

If $\nu<0$ and $K>0$, modes with $0<k^2<|\nu|/K$ have $\lambda_k<0$. Formula (3) remains valid and positive, because

$$V_k(\Delta)=\frac D{L^2}\,\frac{e^{2|\lambda_k|\Delta}-1}{|\lambda_k|} .$$

This describes the early amplification of long-wavelength bumps. It does not describe shadowing proper, in which tall features intercept flux that would have reached their surroundings. That process is nonlocal and nonlinear; it couples the modes, and (2) is then no longer the solution. A linearized nonlocal term can be included if it gives a real $\lambda_{\mathbf k}$ with $\lambda_{-\mathbf k}=\lambda_{\mathbf k}$ and $\lambda_{\mathbf 0}=0$, since the derivation needs no more than this.

## Error of the Euler–Maruyama step

The Euler–Maruyama method replaces the decay factor by $1-\lambda\Delta$ and the noise variance by $2D\Delta/L^2$. The variance $v_n$ of a mode after $n$ steps obeys

$$v_{n+1}=(1-\lambda\Delta)^2v_n+\frac{2D\Delta}{L^2}.$$

Set $g=(1-\lambda\Delta)^2$. From $v_0=0$, the geometric sum is $(2D\Delta/L^2)(1-g^n)/(1-g)$. Since $1-g=\lambda\Delta(2-\lambda\Delta)$,

$$v_n=\frac D{L^2\lambda}\,\frac{1-g^n}{1-\lambda\Delta/2}. \tag{8}$$

For $\lambda>0$, convergence to a stationary value requires $g<1$, that is $\lambda\Delta<2$. The stationary variance is then too large by the factor $1/(1-\lambda\Delta/2)$.

For the leading error at fixed $T=n\Delta$, expand the logarithm:

$$g^n=\exp[2n\ln(1-\lambda\Delta)]\simeq e^{-2\lambda T-\lambda^2\Delta T}\simeq e^{-2\lambda T}(1-\lambda^2\Delta T).$$

With $1/(1-\lambda\Delta/2)\simeq1+\lambda\Delta/2$, subtraction of the exact variance leaves, to first order in $\Delta$,

$$v_n-V(T)\simeq\frac{D}{L^2\lambda}\left[\frac{\lambda\Delta}2(1-e^{-2\lambda T})+\lambda^2\Delta Te^{-2\lambda T}\right]
=\frac{D\Delta}{L^2}\left[\frac{1-e^{-2\lambda T}}2+\lambda Te^{-2\lambda T}\right]. \tag{9}$$

For $\lambda\Delta\ll1$, a saturated mode contributes about $D\Delta/(2L^2)$, whatever its rate; when $\lambda\Delta$ is not small, (8) gives a larger excess. For small steps the absolute bias in $W^2$ thus follows the number of saturated modes, not the roughness they hold. In the example below, at $\Delta=0.005$ s, the 204 of 224 modes with $\lambda T>3$ carry 91 % of the bias but only 31 % of $\langle W^2\rangle$; the 80 modes with $\lambda>1$ s⁻¹ carry 36 % of the bias.

## Worked example

Take the round model values $L=100$ nm, $N=15$, $\nu=1$ nm²/s, $K=25$ nm⁴/s, $D=1$ nm⁴/s, $F=0.1$ nm/s and $T=100$ s, with a flat initial film. These values are illustrative and do not describe atom-by-atom growth. If $\eta$ is the shot noise of units of volume $\Omega$ arriving at random, then $2D=F\Omega$, which here means $\Omega=20$ nm³, a cluster about 3.4 nm across. The atomic volume of silicon, 0.020 nm³, would give $D\simeq0.001$ nm⁴/s and, since $\langle W^2\rangle\propto D$, a roughness of 0.014 nm, well below one monolayer.

**One mode.** For $\mathbf n=(1,0)$, $k=2\pi/L=0.062832$ nm⁻¹ and

$$\lambda=k^2\nu+Kk^4=0.003948+0.000390\simeq0.004337\ \text{s}^{-1},$$

where the last figure comes from the unrounded terms. A step of 50 s has decay factor $e^{-50\lambda}=0.805031$ and noise variance

$$V(50\ \text{s})=10^{-4}\,\frac{1-0.805031^2}{0.004337}\ \text{nm}^2\simeq8.114\times10^{-3}\ \text{nm}^2.$$

After two steps the variance is

$$(0.805031^2+1)\times8.11357\times10^{-3}=1.33718\times10^{-2}\ \text{nm}^2,$$

which equals the value for a single 100 s step, as (5) requires.

Changing $\nu$ to $-1$ nm²/s makes the rate $-0.003558$ s⁻¹ and raises the variance at $T$ to $0.02915$ nm². A neutral mode would have $2DT/L^2=0.02$ nm², so the unstable mode lies above this value and the damped one below it.

**The film.** The sum (7) gives $\langle W^2\rangle=0.19597$ nm², whose square root is 0.443 nm. Two ensembles of 3000 films gave:

- $0.1954\pm0.0009$ nm² with two steps of 50 s;
- $0.1956\pm0.0009$ nm² with 32 steps of 3.125 s.

The uncertainties are standard errors, and both results lie within one of them from the prediction. Shorter steps do not reduce this error; more films do. The spread of $W^2$ between films is about $0.0009\sqrt{3000}\simeq0.05$ nm², a quarter of its mean. The mean height was 10.00 nm in both ensembles, with variances of 0.0196 and 0.0205 nm² against the predicted 0.0200 nm².

The rms slope of the retained modes, 0.079, is small, but it depends on the cutoff: for $K>0$ its square grows by about $D\ln2/(2\pi K)$ each time a large cutoff is doubled, without limit. Nor does a small slope alone justify dropping a nonlinear slope term from (1), because the coefficient of that term matters too.

**Euler steps.** The fastest retained rate is 4.129 s⁻¹, so the stability limit is $2/4.129=0.484$ s. Relative to the exact sum for the same modes, the expected $W^2$ is too large by 0.29 % at a step of 0.05 s, 0.60 % at 0.10 s, 1.28 % at 0.20 s and 3.09 % at 0.40 s. From 0.05 s to 0.10 s the error slightly more than doubles, close to the proportionality to $\Delta$ in (9); at larger steps it grows faster. At 0.005 s the bias is $5.63\times10^{-5}$ nm², against $5.61\times10^{-5}$ nm² from the sum of (9).

The total hides larger errors in single modes. At 0.40 s, the fastest modes have 5.74 times their correct variance. There are four of them, $\mathbf n=(\pm7,\pm7)$, each with exact variance $10^{-4}/4.129=2.42\times10^{-5}$ nm². Their joint excess is

$$4\times4.74\times2.42\times10^{-5}\simeq4.6\times10^{-4}\ \text{nm}^2,$$

a small part of the total excess of $6.1\times10^{-3}$ nm². A correct-looking roughness can therefore accompany a wrong short-wavelength spectrum.

At 0.50 s, just above the limit, $\lambda\Delta=2.0645$ for these four modes. In (8), $g=1.0645^2$ and, after 200 steps, $g^n\simeq7\times10^{10}$. The expected $W^2$ then reaches $2\times10^8$ nm².

## Errors that exact stepping leaves

**Omitted modes.** At fixed $T$, increasing $N$ from 15 through 31, 63 and 127 to 255 changes $\langle W^2\rangle$ from 0.19597 through 0.20415, 0.20618 and 0.20668 to 0.20680 nm². To see the rate of convergence, consider saturated modes with $Kk^2\gg\nu$. The mode density is $L^2/(4\pi^2)$, so for a circular cutoff $k_c$ the missing part is

$$\frac{D}{4\pi^2}\int_{k>k_c}\frac{d^2k}{Kk^4}=\frac D{2\pi K}\int_{k_c}^\infty\frac{dk}{k^3}=\frac D{4\pi Kk_c^2}.$$

A square cutoff changes the prefactor but not the power. Doubling the cutoff should divide the remainder, and hence successive increments, by four. The increments 0.00818, 0.00203, 0.00050 and 0.00012 nm² follow this closely. Extrapolation adds about one third of the last increment, giving a limit near 0.2068 nm². The 15 by 15 set thus misses about 5 % of the roughness of model (1), however small its time step.

For $K=0$ and $\nu>0$ there is no such limit. Between a square cutoff and one twice as large, the radial integral is $\ln2$ in every direction, so the stationary roughness gains

$$\frac{D}{4\pi^2\nu}\int_0^{2\pi}d\theta\,\ln2=\frac{D\ln2}{2\pi\nu}. \tag{10}$$

This is 0.1103 nm² here, and the explicit mode sums for $N=401$ and $N=801$ differ by 0.1101 nm². In the integral each mode stands for a unit cell in the plane of $\mathbf n$, so the two sums correspond to squares of sides 401 and 801. Their ratio is slightly below two, and using its logarithm in (10) gives 0.1101 nm². At any fixed positive time the sufficiently high modes are saturated, so the divergence is also present before the whole film is stationary. A physical short-distance cutoff must then be part of the model. The sets $N=401$ and $N=801$ have grid spacings of 0.25 and 0.12 nm, at or below interatomic distances, so they test (10) as mathematics and do not describe a real surface.

**Events between samples.** Consider the largest height at one fixed point, measured from the film's mean height, over the sampled times including the flat start. Its ensemble mean was $0.268\pm0.005$ nm with two steps and $0.596\pm0.005$ nm with 32 steps. Both simulations have the correct law at their own sampling times, but a maximum over a few times misses excursions between them. The sampled maximum cannot exceed that of the continuous path, so even the 32-step mean is biased low as an estimate of the latter. The bias is not small: with 1024 steps the mean is about 0.76 nm and still rising. For such quantities the step must be refined, or the path between samples must be treated separately.

The numerical output below lists the values used here.

## Computed results

```
side L = 100 nm, grid N = 15 per side, time T = 100 s
nu = 1 nm^2/s, K = 25 nm^4/s, D = 1 nm^4/s
growth rate F = 0.1 nm/s
largest error against matrix exponential = 4.1e-15 (relative)
Mode n=(1,0), two steps of 50 s from a flat film:
  wave number = 0.062832 nm^-1
  relaxation rate = 0.004337 s^-1
  decay factor per step = 0.805031
  noise variance per step = 8.113570e-03 nm^2
  variance after two steps = 1.337178e-02 nm^2
  variance from one 100 s step = 1.337178e-02 nm^2
Same mode with nu = -1 nm^2/s:
  relaxation rate = -0.003558 s^-1
  variance at T = 2.915323e-02 nm^2
predicted W2 at T = 0.195970 nm^2
predicted root of W2 = 0.4427 nm
rms surface slope at T = 0.0793 (dimensionless)
mean height: mean 10.0 nm, variance 0.0200 nm^2
Ensembles of 3000 films, exact update:
  2 steps of 50.000 s:
    W2 = 0.19536 +- 0.00090 nm^2
    mean height = 9.9977 nm, variance = 0.01959 nm^2
    mean sampled local maximum = 0.2675 +- 0.0051 nm
  32 steps of 3.125 s:
    W2 = 0.19559 +- 0.00090 nm^2
    mean height = 10.0011 nm, variance = 0.02048 nm^2
    mean sampled local maximum = 0.5964 +- 0.0053 nm
fastest relaxation rate = 4.1290 s^-1
Euler stability limit = 0.4844 s
Euler expected W2 at T:
  step 0.50 s: 2.15043e+08 nm^2, error 1.1e+11 %
  step 0.40 s: 0.202034 nm^2, error 3.09 %
  step 0.20 s: 0.198469 nm^2, error 1.28 %
  step 0.10 s: 0.197149 nm^2, error 0.602 %
  step 0.05 s: 0.196545 nm^2, error 0.293 %
fastest mode, Euler/exact variance at 0.40 s = 5.7402
Euler bias at 0.005 s = 5.6275e-05 nm^2
leading-order bias at that step = 5.6147e-05 nm^2
Exact W2 at T for larger mode sets:
  N = 15: 0.195970 nm^2
  N = 31: 0.204146 nm^2
  N = 63: 0.206180 nm^2
  N = 127: 0.206678 nm^2
  N = 255: 0.206801 nm^2
K=0 stationary W2 gain, N 401 to 801 = 0.11012 nm^2
logarithmic law for a doubled cutoff = 0.11032 nm^2
```
